# Surface Green function of silicon (111) with and without hydrogen by decimation

## Definitions and conventions

The crystal fills the half-space below an ideal, unrelaxed 1x1 (111) surface, and $z$ points outward. The Hamiltonian is the nearest-neighbour sp3s* model of Vogl: five orthonormal orbitals $(s,p_x,p_y,p_z,s^*)$ per atom, no spin-orbit coupling, no self-consistent charge. Algebra is in atomic units; numbers are in eV and angstrom. Densities are per spin and per surface cell.

For a bond from atom 1 to atom 2 along the unit vector $\mathbf u$, the matrix $h(\mathbf u)$ (rows: atom 1) has

$$h_{ss}=V_{ss},\quad h_{s,i}=u_iV_{sp},\quad h_{i,s}=-u_iV_{sp},\quad h_{ij}=u_iu_j(V_\sigma-V_\pi)+\delta_{ij}V_\pi .$$

The sign change in $h_{i,s}$ arises because a $p$ orbital is odd. The $s^*$ orbital couples to $p$ in the same way, with $V_{s^*p}$, and to neither $s$ nor $s^*$. The site energies are $-4.20$ ($s$), $1.715$ ($p$) and $6.685$ ($s^*$). The bond integrals are $V_{ss}=-2.0750$, $V_{sp}=2.4808$, $V_{s^*p}=2.3274$, $V_\sigma=2.7163$ and $V_\pi=-0.7150$.

A bilayer holds a top atom A and a lower atom B. Each A has three back bonds, of length $L=2.3517$,

$$\mathbf r_j=L\left(\tfrac{\sqrt8}{3}\cos\varphi_j,\ \tfrac{\sqrt8}{3}\sin\varphi_j,\ -\tfrac13\right),\qquad \varphi_j=90^\circ,210^\circ,330^\circ .$$

For a surface wave vector $\mathbf k$ the bilayer block is

$$H_{00}=\begin{pmatrix}\varepsilon & h_{AB}\\ h_{AB}^\dagger&\varepsilon\end{pmatrix},\qquad h_{AB}=\sum_j e^{i\mathbf k\cdot\mathbf r_j}h(\mathbf r_j/L),$$

where $\varepsilon$ is the diagonal matrix of site energies. One vertical bond joins B to the A atom of the next bilayer down. The coupling $T$ therefore has a single nonzero block, $T_{BA}=h(-\hat z)$. This bond has no in-plane component, so $T$ does not depend on $\mathbf k$. The surface cuts the same kind of bond and leaves one dangling bond per cell.

With cell edge $a=3.8403$, the reciprocal vectors are $\mathbf B_1=\frac{2\pi}{a}(1,\frac1{\sqrt3})$ and $\mathbf B_2=\frac{2\pi}{a}(0,\frac2{\sqrt3})$, and $M=\mathbf B_1/2$, $K=(\mathbf B_1+\mathbf B_2)/3$.

## The doubling recursion

Let $G_n$ be the block of $(z-H)^{-1}$ between bilayer $n$ and the surface bilayer 0, with $z=E+i\eta$. Start from $e_s=e=H_{00}$, $\alpha=T$, $\beta=T^\dagger$. The definition $(z-H)G=1$ reads

$$(z-e_s)G_0=1+\alpha G_1,\qquad (z-e)G_n=\beta G_{n-1}+\alpha G_{n+1}\quad(n\ge1).$$

Solve the second equation for odd $n$, with $g=(z-e)^{-1}$:

$$G_n=g\beta G_{n-1}+g\alpha G_{n+1}.$$

Insert $G_1$ into the surface equation:

$$(z-e_s-\alpha g\beta)G_0=1+\alpha g\alpha\,G_2 .$$

Insert $G_{n\pm1}$ into the equation for even $n\ge2$:

$$(z-e-\beta g\alpha-\alpha g\beta)G_n=\beta g\beta\,G_{n-2}+\alpha g\alpha\,G_{n+2}.$$

These equations have the original form on a chain with doubled spacing, so

$$e_s\leftarrow e_s+\alpha g\beta,\quad e\leftarrow e+\alpha g\beta+\beta g\alpha,\quad \alpha\leftarrow\alpha g\alpha,\quad \beta\leftarrow\beta g\beta .$$

All right-hand sides use the old values. The surface block receives one correction because it has neighbours on one side; a bulk block receives two.

After $n$ steps the surface equation is $(z-e_s)G_0=1+\alpha G_{2^n}$. Dropping the last term means setting $G_{2^n}=0$. The eliminated equations for bilayers $1,\dots,2^n-1$ are then those of a stack cut before bilayer $2^n$. Hence $(z-e_s)^{-1}$ after $n$ steps is the surface Green function of a stack of $2^n$ bilayers, with no further approximation. At $\mathbf k_g=0.31\mathbf B_1+0.17\mathbf B_2$ and $z=-3+0.01i$, four steps agree with the direct inverse for 16 bilayers to $5\times10^{-16}$ per eV.

    function SURFACE_G(z, H00, T):
        es = e = H00;  a = T;  b = adjoint(T)
        repeat
            g  = inverse(z*1 - e)
            ag = a*g;  bg = b*g
            es = es + ag*b
            e  = e + ag*b + bg*a
            a, b = ag*a, bg*b
        until largest |element| of a and b < 1e-13
        return inverse(z*1 - es)

## Convergence and cost

Let $\lambda$ be the modulus of the factor by which the slowest-decaying solution shrinks per bilayer. The coupling left after $n$ steps scales as $\lambda^{2^n}$. Inside a bulk band $E(\theta)$, where $\theta$ is the phase per bilayer, the shift $E\to E+i\eta$ changes $\theta$ by $i\eta/v$ to first order, with $v=|dE/d\theta|$. Thus $\lambda\approx e^{-\eta/v}$. Reaching $10^{-13}\approx e^{-30}$ needs $2^n\eta/v\approx30$, or

$$n\approx\log_2(30\,v/\eta).$$

For $v=2$ eV and $\eta=0.01$ eV this estimate gives 13 steps. Adding one bilayer at a time, $G\leftarrow(z-H_{00}-TGT^\dagger)^{-1}$, has an error of order $\lambda^{2m}$ after $m$ bilayers, because the disturbance travels to the cut and back. Its cost grows as $v/\eta$ instead of its logarithm.

At $\mathbf k_g$ and $z=-3+0.01i$, doubling stopped after 7 steps (128 bilayers) and the one-layer recursion after 51, when its change fell below $10^{-11}$. The slowest-decaying solution there has $\lambda=0.793$, so $\lambda^{64}\approx4\times10^{-7}$ and $\lambda^{128}\approx10^{-13}$, and the stopping limit is reached at the seventh step. A propagating state would need $v\approx0.04$ eV to decay this fast. In fact this energy lies outside the bulk continuum at $\mathbf k_g$, 0.02 eV below the nearest band. The case is thus mild and does not show the full advantage of doubling.

Each step costs one inverse and six products of $10\times10$ matrices. The work is proportional to the number of energies times the number of $\mathbf k$ points times $n$, and energies can be processed as a batch.

## Surface density of states

With mesh weights $w_{\mathbf k}$ that sum to one,

$$D(E)=-\frac1\pi\,\mathrm{Im}\sum_{\mathbf k}w_{\mathbf k}\,\mathrm{Tr}\,G_0(\mathbf k,E+i\eta),$$

where the trace runs over the top bilayer. The surface has a threefold axis and mirror planes. The Hamiltonian is real in real space, so $G(-\mathbf k)=G(\mathbf k)^{\mathsf T}$, and the trace has the full hexagonal symmetry in $\mathbf k$. A $24\times24$ mesh reduces to 61 points.

As an independent test, the trace was built from the eigenvectors of a 60-bilayer slab at $\mathbf k_g$ for 40 energies from $-13$ to 8 eV. With $\eta=0.5$ eV, large enough to damp reflections from the far face, the largest difference was $1.2\times10^{-14}$ per eV.

## Hydrogen as a coupling to one orbital

A hydrogen orbital of energy $E_H$ sits above each A atom. Its coupling to $s$ is $V_s$. Its coupling to $p_z$ is $-V_p$, from the rule for $h_{i,s}$ with $\mathbf u=+\hat z$. Hydrogen therefore sees one combination,

$$|d\rangle=\frac{V_s|s\rangle-V_p|p_z\rangle}{V},\qquad V^2=V_s^2+V_p^2 .$$

The round model values are $E_H=-3$, $V_s=-4$ and $V_p=4.5$ eV, so $V=\sqrt{16+20.25}=6.02$ eV. Both coefficients of $d$ are negative, so apart from an overall sign it is a hybrid pointing outward. Its $s$ and $p_z$ weights are 0.44 and 0.56.

Let $G$ be the clean Green function and $g_d=\langle d|G|d\rangle$. For a source on hydrogen, the silicon amplitude is $\psi=G|d\rangle V G_H$, and the hydrogen equation is $(z-E_H)G_H=1+V\langle d|\psi\rangle$. Eliminating $\psi$ gives

$$G_H=\frac1{z-E_H-V^2g_d(z)} .$$

For a source on silicon, the same elimination gives the silicon block $G+G|d\rangle V^2G_H\langle d|G$. One clean calculation thus serves every choice of $E_H$ and $V$ at fixed $d$. The slab test repeated with hydrogen gave a largest difference of $2.2\times10^{-14}$ per eV.

## Counting states in the gap

At fixed $\mathbf k$ and $\eta\to0$,

$$g_d(E)=\sum_i\frac{|\langle d|i\rangle|^2}{E-E_i},\qquad \frac{dg_d}{dE}=-\sum_i\frac{|\langle d|i\rangle|^2}{(E-E_i)^2}<0,$$

with the sum read as an integral over the continuum. In the projected gap $g_d$ is real and falls between poles. On an energy grid, a jump from negative to positive therefore marks a pole, which is a surface state. The root of $1/g_d$ in that grid cell gives its energy $E_d$, and the inverse slope of $1/g_d$ there gives its weight $Z=|\langle d|i\rangle|^2$.

With hydrogen, states lie at the zeros of

$$f(E)=E-E_H-V^2g_d(E),\qquad f'(E)=1+V^2\left|\frac{dg_d}{dE}\right|>0 .$$

A state with no amplitude on hydrogen must have $\langle d|\psi\rangle=0$, by the hydrogen equation. Such a state is untouched by hydrogen and escapes this count.

Take a window $(lo,hi)$ in the gap that holds $p$ poles of $g_d$. Just below a pole $f\to+\infty$; just above it $f\to-\infty$. For $p\ge1$:

- the part below the first pole has a zero if $f(lo)<0$;
- each of the $p-1$ parts between poles has one zero;
- the part above the last pole has a zero if $f(hi)>0$.

The number of states is therefore

$$N=p-1+[f(lo)<0]+[f(hi)>0],$$

where a bracket is 1 if true and 0 if false. For $p=0$ a zero requires $f(lo)<0<f(hi)$. The formula still holds, because a rising $f$ excludes $f(lo)>0>f(hi)$.

For $p=1$ the window is empty if and only if $f(lo)>0$ and $f(hi)<0$. When $E_H<hi$, the second condition requires $g_d(hi)>0$ and $V>V_{\min}$ with

$$V_{\min}^2=\max_{\mathbf k}\frac{hi-E_H}{g_d(\mathbf k,hi)} .$$

Hydrogen termination thus clears the window only above a threshold, and only while $f(lo)>0$ also holds. If $g_d(lo)>0$ at some $\mathbf k$, a large enough $V$ makes $f(lo)$ negative and brings a state in through the lower edge. For weak coupling to a level below the gap, $E_d$ rises by about $V^2Z/(E_d-E_H)$ and stays in the gap. Above the threshold the antibonding state has passed the upper edge of the window, and while $f(lo)>0$ the bonding state stays below the lower edge.

## Worked example

**Clean surface.** The bulk valence top is at 0 and the conduction minimum at 1.171 eV, at 0.731 of the way from $\Gamma$ to $X$. The dangling-bond level is at 1.129 eV at $\Gamma$, 0.387 eV at $M$ and 0.268 eV at $K$. On the mesh the last and first of these bound the band, so its width is $1.129-0.268=0.861$ eV. One surface state with weight on $d$ was found at every mesh point, with mean weight $Z=0.60$. The level at $\Gamma$ lies only 0.04 eV below the bulk conduction minimum, so the band is far from a flat mid-gap level.

A slab of $N$ bilayers has $8N$ valence electrons and fills $4N$ levels, counting both spins. With $N=40$, levels $4N$ and $4N+1$ at $M$ and $K$ coincide with $E_d$ to $1.2\times10^{-9}$ eV. These are the states of the two faces. They hold two electrons in four places, so the band is half filled and the ideal surface is metallic in this one-electron model.

**Threshold.** The window is $lo=0.020$, $hi=1.151$ eV, which keeps 0.02 eV from each band edge. The largest threshold on the mesh is $V_{\min}=2.52$ eV, below the model's 6.02 eV. A mesh of 72 divisions instead of 24 raises it to 2.53 eV. The value also depends on the margin kept from the conduction edge: a margin of 0.005 eV instead of 0.02 eV gives about 2.61 eV. The count at 6.02 eV is zero at all 61 points.

The intermediate couplings follow without another scan. At fixed energy $f$ is linear in $V^2$. At $lo$ it is positive for $V=0$ and for $V=6.02$ eV, hence also in between. The window is therefore empty on this mesh for every $V$ from just above 2.52 to 6.02 eV, with $E_H$ and $d$ fixed.

A one-pole estimate, $g_d\approx Z/(E-E_d)$, gives the rough size of the threshold. With the level at $K$ and the mean weight,

$$V_{\min}^2\approx\frac{(hi-E_H)(hi-E_d)}{Z}=\frac{4.151\times0.883}{0.602}=6.09\ \mathrm{eV^2},$$

so $V_{\min}\approx2.47$ eV, 2 % below the full result. This closeness is partly luck: the full count finds $K$ and $M$ already clear at $0.4V=2.41$ eV, so the largest threshold belongs to another $\mathbf k$. It lies on the line from $\Gamma$ to $M$ near $0.36\,\mathbf B_1$, where the bulk conduction minimum projects onto the surface zone and $hi$ is closest to the continuum. At $0.2V=1.20$ eV, one state remains in the window at both points. Slab diagonalization with hydrogen on both faces gave twice the predicted count at $M$, $K$ and $\mathbf k_g$ for all three couplings.

For $E_H=-5$ and $-1$ eV the upper-edge threshold becomes 3.07 and 1.82 eV. The lower edge sets no limit here: $g_d(lo)$ is negative at every mesh point, so $f(lo)>0$ for any $V$ and any $E_H<lo$.

**Density in the gap.** Integration from 0.100 to 1.071 eV gives, in states per cell and spin:

| $\eta$ (eV) | clean | with hydrogen |
|---|---|---|
| 0.02 | 0.894 | 0.00909 |
| 0.01 | 0.906 | 0.00455 |

A state at a distance $x\gg\eta$ adds a tail $\eta/(\pi x^2)$ times its weight. A gap that is empty but for such tails must show a density linear in $\eta$, and the hydrogenated value halves as required. The clean value hardly moves, as befits real states. It stays below one for three reasons: the state extends below the top bilayer, the range leaves out the top of the band near $\Gamma$, and broadening carries some weight out of the range. Since this trace includes all orbitals of the top bilayer, it also covers states that the count through $d$ could miss, if they have weight there. Refining the mesh from 12 to 24 divisions at $\eta=0.02$ eV changes the clean weight by $-0.0010$ and the hydrogenated one by $-3\times10^{-6}$.

On the energy grid used, with spacing 0.0097 eV, the clean density peaks at 0.372 eV, close to the level at $M$. A finer energy grid places the peak at 0.376 eV, and a finer mesh and a smaller $\eta$ move it to about 0.38 eV. The band curves downward at $M$ both toward $\Gamma$ and toward $K$, so $M$ is a shallow local maximum and not a saddle point. Toward $\Gamma$ the band must turn upward again to reach 1.129 eV. The turn lies about 0.86 of the way from $\Gamma$ to $M$, at 0.384 eV, just below the level at $M$. Across the line the band curves downward there, so the turn is a saddle point, and the peak approaches its energy as $\eta$ shrinks.

**Where the states go.** For an energy $E_0$ in the gap, $\int_0^\infty \mathrm{Re}\,(x+iy)^{-1}dy=\int_0^\infty x\,dy/(x^2+y^2)=\frac\pi2\,\mathrm{sgn}\,x$. Applied to each state with $x=E_0-E_i$, this gives the filling of the hydrogen orbital without broadening:

$$n_H=\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\,G_H(E_0+iy)\,dy .$$

The mesh average is 0.646 per spin, or 1.29 electrons. The hydrogen density below the gap is largest near $-5.2$ eV. In the hydrogenated slab, $8N+2$ electrons fill $4N+1$ levels. At $M$, $K$ and $\mathbf k_g$ the last filled level lies below the window and the next above it, as an insulator requires.

## Stability and failure modes

- **Vanishing broadening.** Inside a band, $\eta=0$ gives $\lambda=1$ and the couplings do not decay. In a gap a tiny value suffices; $10^{-9}$ eV was used for $g_d$.
- **Coarse energy grid.** For spacing $\Delta$, a trapezoid sum over a Lorentzian has a relative error up to about $2e^{-2\pi\eta/\Delta}$, from the first Fourier component of the grid. Here $\Delta=0.0097$ eV, which gives 0.3 % at $\eta=0.01$ eV. A spacing well above $\eta$ can step over the narrow peak that a single $\mathbf k$ point contributes.
- **Missed poles.** If a zero and a pole of $g_d$ share a grid cell, no sign jump is seen. A slab count at a few $\mathbf k$ guards against this.
- **Wrong cut.** If the bilayer is chosen so that $T$ contains the three back bonds, the surface atom has three dangling bonds and the problem is a different one.

## Relation to real surfaces

Wet etching in fluoride solutions can produce Si(111) terminated by one hydrogen per surface atom in a 1x1 cell, which is the geometry treated here. The model gap of 1.17 eV is close to the real one, roughly 1.1 eV at room temperature. The model places the conduction minimum at 0.73 of the way to $X$, whereas in real silicon it lies near 0.85, so the wave vector and size of the threshold are properties of the model. The hydrogen parameters are round numbers, so $-5.2$ eV is not a prediction for a measured spectrum.

The clean 1x1 surface is an idealization, because real clean Si(111) reconstructs. Moving the top atom inward by 0.1 angstrom, with bond integrals scaled as inverse length squared, raises the level by 0.16 eV at $M$ and 0.14 eV at $K$. A rough on-site repulsion, for charges half a cell edge apart and a mean permittivity of 6.5, is 1.15 eV. This exceeds the band width of 0.86 eV, so the metallic half-filled band should not be trusted beyond the one-electron picture. The thermal energy at 300 K, 0.026 eV, is small beside both.

Another departure from the model is incomplete coverage. The surface has $7.83\times10^{14}$ bonds per cm$^2$. If 0.1 % lack hydrogen, $7.8\times10^{11}$ dangling bonds per cm$^2$ remain. They are isolated defects, whose levels this periodic calculation does not give. The empty gap found here is a property of the fully covered surface.

Most of the values quoted are collected in the numerical output below.

## Values computed for the example and the checks

```
lattice constant                     5.4310 angstrom
surface cell edge, bond length       3.8403, 2.3517 angstrom
bond integrals ss, sp, s*p           -2.0750, 2.4808, 2.3274 eV
bond integrals pp sigma, pp pi       2.7163, -0.7150 eV
hydrogen E_H, V_s, V_p               -3.0, -4.0, 4.5 eV
total hydrogen coupling V            6.0208 eV
weights of s and p_z in orbital d    0.441, 0.559
valence top, conduction bottom       0.0000, 1.1713 eV
conduction minimum at fraction of X  0.731
window lo, hi for counting           0.0200, 1.1513 eV
4 doublings vs 16 bilayers, error    5.2e-16 1/eV
doubling steps at eta 0.01 eV        7
equivalent number of bilayers        128
one-layer recursion steps            51
slab vs recursion, clean, hydrogen   1.2e-14, 2.2e-14 1/eV
dangling level at Gamma              1.1292 eV
dangling level at M                  0.3874 eV
dangling level at K                  0.2682 eV
projected gap at M                   -1.430 to 1.343 eV
projected gap at K                   -2.145 to 1.570 eV
dangling band lowest, highest        0.2682, 1.1292 eV
dangling band width                  0.8610 eV
zone fraction with a surface state   1.000
zone fraction with state in window   1.000
most surface states found at one k   1
mean weight on orbital d             0.602
slab pair vs pole, largest error     1.2e-09 eV
counts at M (V x 0.2, 0.4, 1)        [np.int64(1), np.int64(0), np.int64(0)]
counts at K (V x 0.2, 0.4, 1)        [np.int64(1), np.int64(0), np.int64(0)]
most gap states left with hydrogen   0 on 61 k points
threshold coupling, E_H = -3 eV      2.524 eV
threshold coupling, E_H = -5, -1 eV  3.072, 1.817 eV
DOS integration range                0.100 to 1.071 eV
clean gap weight, eta 0.02, 0.01 eV  0.8941, 0.9058 states
H gap weight, eta 0.02, 0.01 eV      0.00909, 0.00455 states
mesh 12 to 24 shift, clean, H        -0.0010, -0.000003 states
clean DOS peak, eta 0.02 eV          4.002 1/eV at 0.372 eV
mid-gap DOS, clean, H, eta 0.02 eV   0.6754, 0.00823 1/eV
hydrogen DOS peak below gap          -5.2 eV
hydrogen orbital filling per spin    0.6457
level shift, top atom 0.1 A inward   M 0.157, K 0.139 eV
rough on-site Coulomb energy         1.15 eV
thermal energy at 300 K              0.0259 eV
surface bond density                 7.830e+14 1/cm2
bare bonds if 0.1 % H is missing     7.83e+11 1/cm2
```
